Hydrogen-like polarizability and the picture change of the dipole operator

**Problem**

One electron is bound to a fixed point charge Z and obeys the Dirac equation. Radiative corrections, nuclear size and recoil are left out. Atomic units are used, and x = Z/c. A weak uniform field adds Fz to the energy operator, and the polarizability α of the 1s state is defined by E(F) = E(0) − αF²/2. Verify that, to order x²,

α = (9/2) Z⁻⁴ (1 − 28x²/27),

and find how much of the correction comes from transforming the dipole operator when the Dirac equation is reduced to two components.

Scaling removes Z. With r = r′/Z, c = Zc′ and F = Z³F′, every term of the energy operator acquires the factor Z². Hence E = Z²E′(F/Z³), and α = Z⁻⁴f(x). From here on Z = 1 and 1/c = x.

**A tempting solution**

Write A = σ·p and V = −1/r. With energies counted from the rest energy, the field-free Dirac operator has the blocks

H = [[V, cA], [cA, V − 2c²]].

For electronic states the lower component is X times the upper one, with X = A/(2c) to leading order. Normalization is restored by R = (1 + X†X)^(−1/2) = 1 − A²/(8c²) + … The dipole operator for the two-component function is therefore

D = R(z + X†zX)R
= z − (A²z + zA² − 2AzA)/(8c²)
= z − [A,[A,z]]/(8c²).

Here [A,z] = −iσ_z, and

[A,−iσ_z] = −i(p_x[σ_x,σ_z] + p_y[σ_y,σ_z]) = −2σ_y p_x + 2σ_x p_y.

So D = z + δD, with

δD = σ·(ẑ×p)/(4c²).

Let δD act on ψ₀χ, where ψ₀ = e⁻ʳ/√π and χ is spin up. Since pψ₀ = i r̂ψ₀, the spin-angular factor is iσ·(ẑ×r̂)χ. Write σ_r = σ·r̂. The product rule σ_zσ_r = cosθ + iσ·(ẑ×r̂), together with σ_zσ_r + σ_rσ_z = 2cosθ and σ_zχ = χ, gives

iσ·(ẑ×r̂)χ = cosθ χ − σ_rχ.

The normalized function σ_rχ is the p1/2 state, because σ_r is invariant under joint rotations of space and spin and changes parity. Its overlap with cosθ χ is the angular average of cos²θ, which is 1/3. The p1/2 part of cosθ χ is thus σ_rχ/3, with squared norm w = 1/9. The p1/2 part of cosθ χ − σ_rχ is (1/3 − 1)σ_rχ, which is k = −2 times as large as that of cosθ χ.

The response needs G = (H₀ − E₀)⁻¹, where H₀ = p²/2 − 1/r and E₀ = −1/2. For a p-type function,

(H₀ − E₀) f cosθ ψ₀ = −½(f″ + 2f′/r − 2f′ − 2f/r²) cosθ ψ₀.

Inserting f = r + r²/2 gives r on the right, so Gzψ₀ = (r + r²/2)cosθ ψ₀. With ⟨rⁿ⟩ = (n+2)!/2ⁿ⁺¹ and total angular weight 1/3,

α₀ = 2⟨zGz⟩ = (2/3)⟨r² + r³/2⟩ = (2/3)(3 + 15/4) = 9/2.

The p1/2 channel carries the fraction (1/9)/(1/3) = 1/3 of this, namely 3/2. The dipole correction changes that channel by

4⟨δD G z⟩ = 4(x²/4) k w ⟨r + r²/2⟩ = (−2)(1/9)(3)x² = −2x²/3.

Relative to 3/2 this is −4x²/9. Applying the same relative change to the whole polarizability gives −2x². The formula requires (9/2)(28/27)x² = 14x²/3 in total, so the dipole operator would seem to cause 3/7 of the reduction.

**The fault**

Everything up to the p1/2 value is correct. The last step treats p1/2 as representative, although δD depends on spin and need not act alike in the two channels.

The p3/2 part has to be computed. The function σ_rχ has no p3/2 component, so there cosθ χ − σ_rχ and cosθ χ have the same projection, and k = +1. The weight is 1/3 − 1/9 = 2/9. The change is

(+1)(2/9)(3)x² = +2x²/3,

which cancels the p1/2 part. There is also a direct view. The vector ẑ×p has no z component, so δD contains σ_x and σ_y alone and flips the spin of ψ₀χ. The response Gzψ₀χ still has spin up, and the overlap vanishes. With the R chosen here, the share of the dipole transformation at order x² is zero.

The whole term −14x²/3 must then come from the Hamiltonian.

**The order x² from the Hamiltonian**

The upper block of the transformed Hamiltonian is

h = R[V + cAX + cX†A + X†(V − 2c²)X]R.

The next term X₃ of X cancels at order c⁻², because cAX₃ is compensated by −2c²(A/2c)X₃, and likewise for the conjugates. With X = A/(2c) and A² = p²,

h = p²/2 + V − p⁴/(8c²) − [A,[A,V]]/(8c²).

From [A,V] = −iσ·∇V one finds [A,[A,V]] = −∇²V − 2σ·(∇V×p). Since ∇²V = 4πδ(r) and ∇V×p = L/r³,

h = p²/2 + V − p⁴/(8c²) + πδ(r)/(2c²) + σ·L/(4c²r³).

The corrections are the mass-velocity, Darwin and spin-orbit terms. Their first-order energy is evaluated in the state ψ_F of H₀ + Fz, taken as a power series in F. Its spatial part is real, so ⟨L/r³⟩ = 0 and spin-orbit coupling drops out at this order. The same argument gives ⟨p⟩ = 0 and disposes of FδD again. The transformed dipole also has an odd block, which couples to negative-energy states. It first matters at order x⁴ and is treated below.

At first order in F, ψ₁ = −(r + r²/2)cosθ ψ₀, and E₂ = −α₀/2 = −9/4. At second order the s part is gψ₀, with

−½(g″ + 2g′/r − 2g′) = E₂ + (r² + r³/2)/3.

The last term is minus the s part of zψ₁/ψ₀. Trying a cubic for g′ and comparing powers gives g′ = 3r/2 + 3r²/4 + r³/6, hence

g = g₀ + 3r²/4 + r³/4 + r⁴/24.

Normalization at order F² requires 2⟨g⟩ + ⟨ψ₁|ψ₁⟩ = 0. The r-dependent terms of g average to 9/4 + 15/8 + 15/16 = 81/16, and ⟨ψ₁|ψ₁⟩ = (3 + 15/2 + 45/8)/3 = 43/8. Therefore g₀ = −81/16 − 43/16 = −31/4. The d part of ψ₂ is not needed, since the required operators that act at order F⁰ are spherical.

*Darwin term.* At the nucleus ψ₁ vanishes, so the density there is (1 + 2g₀F²)/π. The energy changes by g₀x²F², and

δα(Darwin) = −2g₀x² = +31x²/2.

*Mass-velocity term.* The Schrödinger equation gives p²ψ_F = 2(E − V − Fz)ψ_F, hence ⟨p⁴⟩ = 4⟨(E + 1/r − Fz)²⟩. The expectation values needed are these:

- The energy of H₀ + Fz for charge Z is −Z²/2 − 9F²/(4Z⁴). Minus its derivative with respect to Z is ⟨1/r⟩, which at Z = 1 equals 1 − 9F². The derivative with respect to F gives ⟨z⟩ = −9F/2.
- ⟨z/r⟩ = −(2/3)⟨r + r²/2⟩F = −2F, and ⟨z²⟩ = 1 at F = 0.
- The F² part of ⟨1/r²⟩ is 2⟨g/r²⟩ + ⟨(1 + r/2)²⟩/3 = 2(−31/2 + 3/4 + 3/8 + 1/8) + 13/12 = −329/12.

The F² part of the square, term by term, is

E²: 2(−1/2)(−9/4) = 9/4
2E/r: 2[(−1/2)(−9) + (−9/4)(1)] = 9/2
−2EFz: −2(−1/2)(−9/2) = −9/2
1/r²: −329/12
−2Fz/r: +4
F²z²: +1

The sum is −121/6. The energy correction is −x²/2 times the square, so

δα(mass-velocity) = −2(−1/2)(−121/6)x² = −121x²/6.

Together,

δα = (−121/6 + 31/2)x² = −14x²/3 = −(28/27)(9/2)x²,

which verifies the formula. The signs have a simple reading. The field lowers ⟨p⁴⟩, so part of the mass-velocity binding is lost and polarizing the atom costs more energy. It also lowers the density at the nucleus, which relieves the Darwin repulsion and makes polarizing cheaper. The first effect is the larger.

**The first share that survives**

Define the share as the full Dirac polarizability minus the one obtained from the exactly decoupled h with untransformed z. The mass-velocity and Darwin terms also change G, E₀ and ψ₀ at order x², but they are spin-free, so their cross terms with the spin-flipping δD vanish as before. Four terms remain at order x⁴.

*Spin term squared.* Inserting f = r in the equation for G shows that G cosθ ψ₀ = r cosθ ψ₀. Hence

2⟨δD G δD⟩ = (x⁴/8)Σwk²⟨r⟩ = (x⁴/8)(4/9 + 2/9)(3/2) = x⁴/8.

*Spin term with spin-orbit coupling.* The eigenvalues of σ·L are −2 in p1/2 and +1 in p3/2, equal to k. Spin-orbit coupling changes G by −G h_SO G, where h_SO is the last term of h, and gives zero on the s state. The contribution is

−4⟨δD G h_SO G z⟩ = −(x⁴/4)Σwk²⟨r · r⁻³ · (r + r²/2)⟩ = −(x⁴/4)(2/3)(3/2) = −x⁴/4.

*Spin-free term in D.* The polarizability is the same for both spin directions, so in a cross term with z one may average over spin, and only the spin-free part of D at order c⁻⁴ counts. The terms without V contain none. In momentum space z = i∂/∂p_z. Write XR = uA, with u a function of p. The spin-free part of RzR + AuzuA is then z + (i/2)∂(R² + p²u²)/∂p_z, and this equals z because R² + p²u² = 1.

The terms with V follow from the decoupling condition 2c²X = cA + [V,X] − cXAX, which gives X₃ = [V,A]/(4c³) − A³/(8c³). In the factors R, the V part of X₃ produces a spin-free term proportional to δ(r), which vanishes when multiplied by z. In X†zX it produces

(Az[V,A] + [A,V]zA)/(8c⁴), with spin-free part ∇·(z∇V)/(8c⁴) = z/(8c⁴r³),

where zδ(r) = 0 was used again. Its contribution is

4(x⁴/8)(1/3)⟨r⁻²(r + r²/2)⟩ = (x⁴/6)(3/2) = x⁴/4.

*Odd block.* To leading order this block of the transformed dipole is zX − Xz = [z,A]/(2c) = iσ_z/(2c), and the product of this block with its adjoint is 1/(4c²). The negative-energy states lie about 2c² below. Second-order perturbation theory raises the energy by F²/(8c⁴), so α changes by −x⁴/4.

The even block gives 1/8 − 1/4 + 1/4 = 1/8, and the total share is −x⁴/8. The full α is independent of the reduction, but the share is not. A further unitary change of the two-component functions leaves the share alone if it commutes with z or with h. In general it commutes with neither, and it can then change the share because it alters what "untransformed z" means, so both the zero at order x² and the value −x⁴/8 belong to the R chosen here.

**Numerical verification**

The radial Dirac equation was solved in a finite Gaussian basis, and the response was obtained from a linear system in each channel. At x = 0.10 the formula gives 4.5 − 0.046667 = 4.453333 for Z⁴α, and the Dirac value is 4.453386. Extrapolating the relative x² coefficient to x = 0 from three values of x gives −1.03707, against −28/27 = −1.03704. The untransformed dipole gives the same −1.03707, as it must if the share starts at x⁴.

The extrapolated channel shares are −0.6667x² and +0.6667x². The even and odd x⁴ coefficients come out as 0.1249 and −0.2499. These limits were tested against the derived fractions.

**Hydrogen-like yttrium, Y³⁸⁺**

Here Z = 39 and x = 39/137.036 = 0.2846, so higher orders are visible. All polarizabilities below are in 10⁻⁶ bohr³. The nonrelativistic value is 4.5/39⁴, or 1.94515. With x² = 0.0810 the formula gives

1.94515 × (1 − 1.03704 × 0.0810) = 1.7818.

The Dirac value is 1.78328, equal to 2.6425 × 10⁻⁷ Å³. These digits belong to the point-charge Dirac model and are kept only to display the small dipole share; the omitted radiative, nuclear-size and recoil effects were not estimated, so the real ion is not determined to this many figures. Relativity lowers the polarizability by 8.32 % of its nonrelativistic value, and the x² formula lies 0.084 % below the Dirac result.

With the untransformed dipole one finds 1.78363. The share is −0.00035, and omitting it overestimates the Dirac value by 0.02 %. This smallness rests on cancellation. The even-block shares are −0.02134 through p1/2 and +0.02161 through p3/2, each about 1.2 % of the polarizability. If the two channel contributions to Z⁴α were instead added with fixed weights a for p1/2 and b for p3/2, a share of (2/3)(b − a)x² would remain at leading order.

The remaining even part is +0.00027 and the odd part is −0.00062. The leading terms x⁴/8 and −x⁴/4 would give +0.00035 and −0.00071, so each part differs noticeably from its leading estimate. Their sum nevertheless agrees with −x⁴/8 to about 1 %, because the two deviations nearly cancel at this x. The leading term becomes exact as x → 0, but the derivation does not bound its error at finite x, so the same agreement should not be assumed for heavier ions. The numerical output lists the values in full.

Values computed for the example and the checks

```
Symbolic results, Z = 1 (a.u.)
energy coefficient E2 of F^2 = -9/4
nonrelativistic polarizability = 9/2
constant g0 in second-order function = -31/4
F^2 part of <1/r>, <1/r^2> = -9 , -329/12
F part of <z>, <z/r> = -9/2 , -2
<z^2> in 1s = 1
F^2 part of <(E-V-Fz)^2>, <p^4> = -121/6 , -242/3
x^2 coefficient: mass-velocity = -121/6
x^2 coefficient: Darwin = 31/2
x^2 coefficient: sum = -14/3
relative x^2 coefficient = -28/27
dipole share x^2, p1/2 and p3/2 = -2/3 , 2/3
dipole share x^4: spin term squared = 1/8
dipole share x^4: spin term with spin-orbit = -1/4
dipole share x^4: spin-free term = 1/4
dipole share x^4: even, odd, sum = 1/8 , -1/4 , -1/8
Dirac calculation, Z^4 alpha (a.u.)
x = 0.06: Dirac 4.4832065, bare dipole 4.4832081
x = 0.10: Dirac 4.4533859, bare dipole 4.4533985
x = 0.14: Dirac 4.4087363, bare dipole 4.4087848
extrapolated relative x^2 coefficient, Dirac = -1.03707
same with bare dipole = -1.03707
-28/27 = -1.03704
extrapolated dipole share / x^2 = 2.6e-06
its p1/2 and p3/2 parts = -0.6667, 0.6667
extrapolated share / x^4: even 0.1249, odd -0.2499
Y38+, polarizabilities in 1e-6 bohr^3
Z = 39, c = 137.035999 a.u., x = 0.284597
nonrelativistic = 1.945154
x^2 formula = 1.781771
Dirac = 1.783277
two-component, bare dipole = 1.783628
dipole share, total = -0.000351
even-block share, p1/2 = -0.021341
even-block share, p3/2 = 0.021613
even-block share, sum = 0.000273
odd-block share = -0.000623
leading estimate of total share = -0.000354
relativistic change, Dirac = -8.322 %
error of x^2 formula = -0.084 %
error of bare dipole = 0.0197 %
Dirac result = 2.64254e-07 angstrom^3
change with second basis = 1.4e-07
```
